# Random facet phases in DFB lasers: certified modes and threshold-margin yield: verification in Python

```python
# Threshold modes and single-mode yield of a DFB laser with random facet phases.
# Result under test: modes are zeros x = qL = d - i*a (d detuning, a field gain,
# both times length L) of the entire function
#   D = (1-rl*rr) cosh(G) - i sinh(G)/G [x(1+rl*rr) + K(rl+rr)],  G^2 = K^2-x^2,
# K = coupling*L; rl, rr = complex facet reflectances including grating phase.
# Yield = probability that the two lowest a differ by more than a chosen margin.
import numpy as np
from scipy.constants import h, c, e
from scipy.integrate import simpson
from scipy.linalg import expm, eig

# Rough PbTe-type laser values near 80 K; lengths in micrometres
wavelength, index, group_index = 6.0, 5.8, 7.0
length, kappa, loss = 500.0, 30e-4, 10e-4
front_r = 0.1
back_r = (index - 1) / (index + 1)
margin_min = 0.05
beta0 = 2 * np.pi * index / wavelength
period = np.pi / beta0
K0 = kappa * length
per_cm = 2e4 / length          # a (field, times L) -> power gain in 1/cm
WINDOW = 12.0


def char(x, K, rl, rr, slope=False):
    g2 = K * K - x * x
    g2 = np.where(abs(g2) < 1e-10, 1e-10, g2)
    g = np.sqrt(g2)
    ex = np.exp(g)
    ch, sh = (ex + 1 / ex) / 2, (ex - 1 / ex) / (2 * g)
    p = rl * rr
    b = x * (1 + p) + K * (rl + rr)
    f = (1 - p) * ch - 1j * sh * b
    if not slope:
        return f
    df = -x * sh * (1 - p) - 1j * (1 + p) * sh + 1j * b * x * (ch - sh) / g2
    return f, df


def newton_modes(K, rl, rr, W=WINDOW, fine=1):
    """Six lowest-gain zeros found per device; -99j marks an empty slot."""
    d = np.linspace(-W - 1, W + 1, int(2.6 * (W + 1)) * fine)
    a = np.array([0.4, 1.2] if fine == 1 else [0.3, 0.8, 1.5, 2.5])
    x = (d[:, None] - 1j * a).ravel()[None, :] + np.zeros((len(rl), 1))
    for _ in range(16 + 6 * fine):
        f, df = char(x, K, rl[:, None], rr[:, None], True)
        step = f / df
        step = step / np.maximum(1, abs(step))
        x = x - step
    good = (abs(step) < 1e-8) & (abs(x.real) < W) & (x.imag < 0)
    x = np.where(good, x, -99j)
    order = np.argsort(1.37 * x.real - x.imag, axis=1)
    x = np.take_along_axis(x, order, 1)
    same = abs(np.diff(x, axis=1)) < 1e-6
    x[:, 1:][same] = -99j
    order = np.argsort(-x.imag, axis=1)
    return np.take_along_axis(x, order, 1)[:, :6]


def zero_count(K, rl, rr, top, W):
    """Winding number of D around |d|<W, 0<a<top, refined until resolved."""
    count = np.full(len(rl), -1)
    todo, m = np.arange(len(rl)), 128
    while todo.size and m <= 65536:
        u, left = np.arange(m) / m, []
        for part in np.array_split(todo, todo.size * 4 * m // 400000 + 1):
            if part.size == 0:
                continue
            t = top[part, None]
            x = np.hstack([(2 * u - 1) * W - 1j * t, W - 1j * t * (1 - u),
                           (1 - 2 * u) * W + 0j * t, -W - 1j * t * u])
            f = char(x, K, rl[part, None], rr[part, None])
            turn = np.angle(np.roll(f, -1, axis=1) / f)
            ok = abs(turn).max(axis=1) < 1.2
            total = turn[ok].sum(axis=1) / (2 * np.pi)
            count[part[ok]] = np.rint(total).astype(int)
            left.append(part[~ok])
        todo, m = np.concatenate(left), 2 * m
    return count


repaired = 0


def certified_modes(K, rl, rr, W=WINDOW):
    global repaired
    modes = np.full((len(rl), 6), -99j)
    pending = np.arange(len(rl))
    for fine in (1, 3, 6):
        l, r = rl[pending], rr[pending]
        modes[pending] = newton_modes(K, l, r, W, fine)
        a = np.minimum(-modes[pending].imag, 4.0)
        k = np.argmax(a[:, 2:5] - a[:, 1:4], axis=1) + 2
        row = np.arange(len(pending))
        top = (a[row, k - 1] + a[row, k]) / 2
        pending = pending[zero_count(K, l, r, top, W) != k]
        if pending.size == 0:
            break
        if fine == 1:
            repaired += pending.size
    assert pending.size == 0, "a device has an incomplete mode list"
    return modes


def margins(modes):
    return modes[:, 0].imag - modes[:, 1].imag


def fields(x, K, rl, z):
    x, rl = x[:, None], rl[:, None]
    g = np.sqrt(K * K - x * x + 0j)
    ch, sh = np.cosh(g * z), np.sinh(g * z) / g
    return ch * rl + 1j * (x * rl + K) * sh, ch - 1j * (x + K * rl) * sh


def secant(f, x0, x1):
    f0, f1 = f(x0), f(x1)
    for _ in range(30):
        if f1 == f0 or abs(x1 - x0) < 1e-10:
            break
        x0, x1, f0 = x1, x1 - f1 * (x1 - x0) / (f1 - f0), f1
        f1 = f(x1)
    return x1


def phase_grid(n):
    p = (np.arange(n) + 0.5) * 2 * np.pi / n
    pl, pr = np.meshgrid(p, p)
    return (front_r * np.exp(1j * pl.ravel()),
            back_r * np.exp(1j * pr.ravel()))


# Reference device: grating phase at the front facet, fraction of last period
grating_phase, slices, extra = -np.pi / 3, 64, 20
phase_l = -grating_phase
phase_r = 2 * np.pi * extra / slices + grating_phase
ref_l = np.array([front_r * np.exp(1j * phase_l)])
ref_r = np.array([back_r * np.exp(1j * phase_r)])
ref = certified_modes(K0, ref_l, ref_r)


# Test: determinant of boundary rows with a numerical matrix exponential
def det_numeric(x, eta=0.0):
    def gen(y):
        return np.array([[1j * y, 1j * K0], [-1j * K0, -1j * y]])
    T = expm(gen(x) / 2) @ expm(gen(x + eta) / 2)
    rows = np.array([[1, -ref_l[0]], np.array([-ref_r[0], 1]) @ T])
    return np.linalg.det(rows)


for x in (0.7 - 0.3j, -4.1 - 1.1j, 2.0 + 0.4j):
    assert abs(det_numeric(x) - char(x, K0, ref_l[0], ref_r[0])) < 1e-10

# Test: full Helmholtz equation through every grating period, real index steps
n_periods = int(length / period)
L_full = (n_periods + extra / slices) * period
k_front = beta0 * (1 - front_r) / (1 + front_r)
k_back = beta0 / index


def helmholtz(x):
    dz = period / slices
    z = (np.arange(slices) + 0.5) * dz
    k = beta0 + x / L_full + 2 * kappa * np.cos(2 * beta0 * z + grating_phase)
    whole, part = np.eye(2, dtype=complex), None
    for j, kj in enumerate(k):
        cs, sn = np.cos(kj * dz), np.sin(kj * dz)
        whole = np.array([[cs, sn / kj], [-kj * sn, cs]]) @ whole
        if j == extra - 1:
            part = whole.copy()
    T = part @ np.linalg.matrix_power(whole, n_periods)
    E, dE = T @ np.array([1, -1j * k_front])
    return (dE - 1j * k_back * E) / beta0


coupled = newton_modes(kappa * L_full, ref_l, ref_r)[0, :2]
full = np.array([secant(helmholtz, x, x + 1e-3) for x in coupled])
full_error = abs(full - coupled).max()
assert full_error < 0.015      # slow-envelope terms of order kappa/beta0, q/beta0

# Tests: Fabry-Perot limit, and degenerate pair without facet reflection
fp_gain = -0.5 * np.log(front_r * back_r)
assert abs(-newton_modes(0.0, ref_l, ref_r)[0, :4].imag - fp_gain).max() < 1e-7
bare = newton_modes(K0, 0 * ref_l, 0 * ref_r)[0]
assert abs(bare[0] + np.conj(bare[1])) < 1e-7 and abs(bare[0].real) > 0.1

# Sampled devices: independent cleave positions on a wafer-fixed grating
rng = np.random.default_rng(12)
n_dev, cleave_sd = 3000, 3.0
cut_l, cut_r = rng.normal(0, cleave_sd, (2, n_dev))
rl = front_r * np.exp(-2j * beta0 * cut_l)
rr = back_r * np.exp(2j * beta0 * (length + cut_r))
modes = certified_modes(K0, rl, rr)
m = margins(modes)
yield_mc = np.mean(m > margin_min)
stderr = np.sqrt(yield_mc * (1 - yield_mc) / n_dev)
yield_grid = np.mean(margins(certified_modes(K0, *phase_grid(40))) > margin_min)
assert abs(yield_mc - yield_grid) < 4 * stderr + 0.01   # grid-cell error 0.01

# Test: cleave spread that leaves a mean phasor of 1 percent
sd_needed = np.sqrt(2 * np.log(100)) / (2 * beta0)
t = np.linspace(-9, 9, 4001)
w = np.exp(-t * t / 2)
phasor = simpson(w * np.cos(2 * beta0 * sd_needed * t), x=t) / simpson(w, x=t)
assert abs(phasor - 0.01) < 1e-6

# Test: mode lists against eigenvalues of the collocated differential equations
n = 48
s = np.cos(np.pi * np.arange(n + 1) / n)
wt = np.r_[2, np.ones(n - 1), 2] * (-1.0) ** np.arange(n + 1)
diff = np.outer(wt, 1 / wt) / (s[:, None] - s + np.eye(n + 1))
diff = 2 * (diff - np.diag(diff.sum(axis=1)))
eye = np.eye(n + 1)
eig_error = 0.0
for j in range(6):
    op = np.block([[-1j * diff, -K0 * eye], [-K0 * eye, 1j * diff]])
    mass = np.eye(2 * n + 2, dtype=complex)
    op[n], op[n + 1], mass[n], mass[n + 1] = 0, 0, 0, 0
    op[n, n], op[n, 2 * n + 1] = 1, -rl[j]       # front facet, z = 0
    op[n + 1, n + 1], op[n + 1, 0] = 1, -rr[j]   # back facet, z = L
    val = eig(op, mass, right=False)
    val = val[np.isfinite(val)]
    val = val[abs(val.real) < WINDOW]
    val = val[np.argsort(-val.imag)][:3]
    eig_error = max(eig_error, abs(val - modes[j, :3]).max())
assert eig_error < 1e-6

# Test: power balance for the lowest mode of every sampled device
z = np.linspace(0, 1, 81)
A1, B1 = fields(modes[:, 0], K0, rl, z)
A2, B2 = fields(modes[:, 1], K0, rl, z)
power = abs(A1) ** 2 + abs(B1) ** 2
out = ((1 - back_r ** 2) * abs(A1[:, -1]) ** 2
       + (1 - front_r ** 2) * abs(B1[:, 0]) ** 2)
a1 = -modes[:, 0].imag
assert abs(2 * a1 * simpson(power, x=z, axis=1) / out - 1).max() < 1e-4

# Test: first-order shift by a local change eta in the front half of the laser
eta = 1e-4 * (1 - 0.5j)
zh = np.linspace(0, 0.5, 81)
Ar, Br = fields(ref[:, 0], K0, ref_l, z)
Ah, Bh = fields(ref[:, 0], K0, ref_l, zh)
predicted = -eta * simpson((Ah * Bh)[0], x=zh) / simpson((Ar * Br)[0], x=z)
moved = secant(lambda x: det_numeric(x, eta), ref[0, 0], ref[0, 0] + 1e-4)
assert abs((moved - ref[0, 0]) / predicted - 1) < 0.01

# Neglected effect 1: spatial hole burning with its index change
compression, alpha_h = 0.10, 2.0
shape = power / simpson(power, x=z, axis=1)[:, None]
total_gain = a1 + loss * length / 2
dgain = -compression * total_gain[:, None] * (shape - 1)
eta_z = -1j * (1 - 1j * alpha_h) * dgain


def shift(A, B):
    return -simpson(eta_z * A * B, x=z, axis=1) / simpson(A * B, x=z, axis=1)


dm = -(shift(A2, B2) - shift(A1, B1)).imag
yield_holes = np.mean(m + dm > margin_min)

# Neglected effect 2: gain spectrum, peak moved by a temperature change
half_width, gap_slope, drift_K = 10.0, 0.45, 5.0      # meV, meV/K, K
hbar_c = h * c / (2 * np.pi * e) * 1e9                # meV*um
mev_per_d = hbar_c / (group_index * length)


def yield_spectral(offset):
    curve = 1 - ((modes.real * mev_per_d - offset) / half_width) ** 2
    need = np.sort((-modes.imag * per_cm + loss * 1e4) / curve, axis=1)
    return np.mean(need[:, 1] - need[:, 0] > margin_min * per_cm)


# Coupling scan and wider search window on a smaller phase grid
gl, gr = phase_grid(24)
scan = {K: certified_modes(K, gl, gr) for K in (0.75, 1.5, 3.0)}
wide = margins(certified_modes(K0, gl, gr, 24.0))
near = margins(certified_modes(K0, gl, gr))
window_change = abs(np.mean(wide > margin_min) - np.mean(near > margin_min))
assert window_change <= 0.01

print(f"wavelength {wavelength:.1f} um, index {index}, group index {group_index}")
print(f"length {length:.0f} um, coupling {kappa*1e4:.0f} /cm, K = {K0:.2f}")
print(f"internal power loss {loss*1e4:.0f} /cm")
print(f"grating period {period*1e3:.1f} nm")
print(f"power reflectance front {front_r**2:.3f}, back {back_r**2:.3f}")
print(f"Fabry-Perot threshold a (K=0) {fp_gain:.4f}")
print(f"no-facet pair: d = +-{abs(bare[0].real):.4f}, a = {-bare[0].imag:.4f}")
print(f"reference phases front {np.degrees(phase_l):.1f} deg, "
      f"back {np.degrees(phase_r):.1f} deg")
for j in range(4):
    x = ref[0, j]
    dlam = -wavelength ** 2 * x.real / length / (2 * np.pi * group_index) * 1e3
    print(f"mode {j+1}: d {x.real:.4f}, a {-x.imag:.4f}, net power gain "
          f"{-x.imag*per_cm:.2f} /cm, offset {dlam:.2f} nm")
print(f"reference margin {margins(ref)[0]:.4f} = "
      f"{margins(ref)[0]*per_cm:.2f} /cm")
x = np.round(2 * ref[0, 0].real) / 2 - 0.5j
for j in range(6):
    f, df = char(x, K0, ref_l[0], ref_r[0], True)
    print(f"Newton {j}: d {x.real:.6f}, a {-x.imag:.6f}, |D| {abs(f):.1e}")
    x = x - f / df
print(f"full Helmholtz minus coupled-mode root, largest |dx| {full_error:.1e}")
print(f"collocation minus determinant root, largest |dx| {eig_error:.1e}")
print(f"cleave spread used {cleave_sd:.1f} um; spread for 1% phasor "
      f"{sd_needed:.3f} um")
print(f"sampled devices {n_dev}; half-width of search window in d {WINDOW:.0f}")
print(f"device searches repeated with denser starts (all runs) {repaired}")
print(f"median lowest a {np.median(a1):.4f}, median margin {np.median(m):.4f}")
print(f"margin percentiles 10, 90: {np.percentile(m, 10):.4f}, "
      f"{np.percentile(m, 90):.4f}")
for mm in (0.05, 0.10, 0.20):
    print(f"yield for margin > {mm:.2f} ({mm*per_cm:.1f} /cm): "
          f"{100*np.mean(m > mm):.1f} %")
print(f"standard error at margin {margin_min}: {100*stderr:.1f} % points")
print(f"phase-grid yield at margin {margin_min}: {100*yield_grid:.1f} %")
print(f"yield change on doubling window {100*window_change:.2f} % points")
for K, mod in scan.items():
    print(f"K {K:.2f}: grid yield {100*np.mean(margins(mod) > margin_min):.1f} %"
          f", median lowest a {np.median(-mod[:, 0].imag):.4f}")
print(f"median max/min of power along laser "
      f"{np.median(power.max(axis=1)/power.min(axis=1)):.2f}")
print(f"hole burning: compression {compression:.2f}, linewidth factor {alpha_h}")
print(f"median margin change by hole burning {np.median(dm):.4f}")
print(f"yield with hole burning {100*yield_holes:.1f} %")
print(f"photon energy per unit d {mev_per_d:.4f} meV")
print(f"gain half-width to zero {half_width:.0f} meV, gap slope {gap_slope} meV/K")
print(f"yield with centred gain spectrum {100*yield_spectral(0):.1f} %")
print(f"yield after {drift_K:.0f} K drift ({drift_K*gap_slope:.2f} meV) "
      f"{100*yield_spectral(drift_K*gap_slope):.1f} %")
print("done: every assertion held")
```

Running it gives:

```
wavelength 6.0 um, index 5.8, group index 7.0
length 500 um, coupling 30 /cm, K = 1.50
internal power loss 10 /cm
grating period 517.2 nm
power reflectance front 0.010, back 0.498
Fabry-Perot threshold a (K=0) 1.3254
no-facet pair: d = +-3.0170, a = 1.2869
reference phases front 60.0 deg, back 52.5 deg
mode 1: d 3.0268, a 0.5590, net power gain 22.36 /cm, offset -4.95 nm
mode 2: d -2.5138, a 0.5712, net power gain 22.85 /cm, offset 4.12 nm
mode 3: d 5.8446, a 0.8916, net power gain 35.67 /cm, offset -9.57 nm
mode 4: d 8.8493, a 1.0347, net power gain 41.39 /cm, offset -14.49 nm
reference margin 0.0122 = 0.49 /cm
Newton 0: d 3.000000, a 0.500000, |D| 9.8e-02
Newton 1: d 3.027094, a 0.557762, |D| 1.9e-03
Newton 2: d 3.026756, a 0.559002, |D| 7.7e-07
Newton 3: d 3.026755, a 0.559002, |D| 1.3e-13
Newton 4: d 3.026755, a 0.559002, |D| 7.2e-16
Newton 5: d 3.026755, a 0.559002, |D| 5.6e-17
full Helmholtz minus coupled-mode root, largest |dx| 1.6e-03
collocation minus determinant root, largest |dx| 3.6e-12
cleave spread used 3.0 um; spread for 1% phasor 0.250 um
sampled devices 3000; half-width of search window in d 12
device searches repeated with denser starts (all runs) 0
median lowest a 0.6117, median margin 0.1192
margin percentiles 10, 90: 0.0169, 0.3094
yield for margin > 0.05 (2.0 /cm): 74.6 %
yield for margin > 0.10 (4.0 /cm): 55.8 %
yield for margin > 0.20 (8.0 /cm): 29.2 %
standard error at margin 0.05: 0.8 % points
phase-grid yield at margin 0.05: 74.4 %
yield change on doubling window 0.00 % points
K 0.75: grid yield 88.9 %, median lowest a 0.8294
K 1.50: grid yield 74.7 %, median lowest a 0.6138
K 3.00: grid yield 75.0 %, median lowest a 0.3464
median max/min of power along laser 2.57
hole burning: compression 0.10, linewidth factor 2.0
median margin change by hole burning -0.0132
yield with hole burning 63.2 %
photon energy per unit d 0.0564 meV
gain half-width to zero 10 meV, gap slope 0.45 meV/K
yield with centred gain spectrum 74.7 %
yield after 5 K drift (2.25 meV) 75.8 %
done: every assertion held
```
